\section*{Spin polarisation of field emission through a ferromagnetic insulator}

\section*{The question}

A metal electrode injects electrons by field emission into the conduction band of a ferromagnetic insulator. At the Fermi level the metal has equal densities of states and equal velocities for the two spins. In the insulator the conduction band is split, so that the barriers above the Fermi level are
\begin{equation}
\phi_\uparrow=\phi-\tfrac12\Delta,\qquad \phi_\downarrow=\phi+\tfrac12\Delta ,
\end{equation}
where $\Delta>0$ is the full splitting and $\Delta\ll\phi$. The field $F>0$ is uniform, and $e>0$ is the elementary charge. At depth $x$ the band edge for spin $s$ lies at $\phi_s-eFx$. Both spins have the same barrier mass $m$. Spin and the wave vector $k_\parallel$ parallel to the interface are conserved. The polarisation of the current is $P=(J_\uparrow-J_\downarrow)/(J_\uparrow+J_\downarrow)$.

For numbers take $\phi=1$ eV, $\Delta=0.04$ eV, $m=0.5\,m_e$, $F=4$ MV/cm (so $eF=0.4$ eV/nm), a film of thickness $L=4$ nm and $T=300$ K. The metal has the free-electron mass $m_e$ and a Fermi energy $E_F=5$ eV.

\section*{(a) The barrier exponent}

\textbf{Question.} Find the WKB exponent $G(\phi)$ at the Fermi level for $k_\parallel=0$, and the energy $d$ defined by $1/d=dG/d\phi$. Evaluate both.

\textbf{Answer.} The decay constant is $\kappa(x)=\sqrt{2m(\phi-eFx)}/\hbar$, and the electron leaves the barrier at $x_1=\phi/(eF)=2.5$ nm. This is less than $L$, so the electron emerges into the conduction band inside the film. The transmission probability varies as $e^{-G}$ with
\begin{equation}
G=2\int_0^{x_1}\kappa\,dx
=\frac{2\sqrt{2m}}{\hbar}\,\frac{1}{eF}\int_0^{\phi}\sqrt{u}\,du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF},
\end{equation}
where $u=\phi-eFx$. Differentiation gives
\begin{equation}
\frac1d=\frac{2\sqrt{2m\phi}}{\hbar eF},\qquad
d=\frac{\hbar eF}{2\sqrt{2m\phi}},\qquad G=\frac{2\phi}{3d}.
\end{equation}
Thus $d$ is the change of barrier height that alters the transmission by a factor $e$. With $\hbar^2/2m_e=0.0381$ eV\,nm$^2$, $\hbar^2/2m=0.0762$ eV\,nm$^2$ and $\sqrt{2m\phi}/\hbar=\sqrt{1/0.0762}=3.62$ nm$^{-1}$. Hence $d=0.4/(2\times3.62)=0.0552$ eV and $G=12.1$.

\section*{(b) The current of one spin}

\textbf{Question.} Find $J_s$ at temperature $T$, taking $e^{-G}$ for the transmission and linearising its exponent in energy. State when the result holds.

\textbf{Answer.} Let $\varepsilon$ be the total energy measured from the Fermi level and $f$ the Fermi function. One spin carries
\begin{equation}
J_s=e\int\frac{d^3k}{(2\pi)^3}\,v_x f(\varepsilon)T_s .
\end{equation}
At fixed $k_\parallel$, $v_x\,dk_x=d\varepsilon/\hbar$. In the barrier,
\begin{equation}
\kappa^2=\frac{2m}{\hbar^2}(\phi_s-eFx-\varepsilon)+k_\parallel^2
=\frac{2m}{\hbar^2}(\phi_s-eFx-W),
\end{equation}
with $W=\varepsilon-q$ and $q=\hbar^2k_\parallel^2/2m$. The effective barrier height is therefore $\phi_s-W$. Since $d^2k_\parallel=\pi\,d(k_\parallel^2)=(2\pi m/\hbar^2)\,dq$,
\begin{equation}
J_s=\frac{e}{8\pi^3\hbar}\,\frac{2\pi m}{\hbar^2}\int d\varepsilon\,f\int_0^\infty dq\,T_s
=\frac{em}{4\pi^2\hbar^3}\int d\varepsilon\,f(\varepsilon)\int_0^\infty dq\,T_s(\varepsilon-q).
\label{supply}
\end{equation}
The upper limit of $q$ may be infinite because large $q$ is exponentially suppressed. To first order in $W$, $T_s=\exp[-G(\phi_s)+W/d_s]$, where $d_s=d(\phi_s)$. The $q$ integral gives $d_s$. With $u=\varepsilon/kT$ and $p_s=kT/d_s$, the remaining integral is
\begin{equation}
\int\frac{e^{\varepsilon/d_s}}{1+e^{\varepsilon/kT}}\,d\varepsilon=kT\,I,\qquad
I=\int_{-\infty}^{\infty}\frac{e^{p_su}}{1+e^u}\,du .
\end{equation}
It converges for $0<p_s<1$. Shifting the path by $2\pi i$ multiplies the integrand by $e^{2\pi ip_s}$. The two paths enclose the pole at $u=i\pi$, whose residue is $-e^{i\pi p_s}$. Therefore
\begin{equation}
(1-e^{2\pi ip_s})I=-2\pi i\,e^{i\pi p_s}
\quad\Rightarrow\quad I=\frac{\pi}{\sin\pi p_s},
\end{equation}
and, since $kT=p_sd_s$,
\begin{equation}
J_s=\frac{em}{4\pi^2\hbar^3}\,d_s^2\,\frac{\pi p_s}{\sin\pi p_s}\,e^{-G(\phi_s)} .
\label{Js}
\end{equation}

The next term in the exponent is $-W^2G''/2=-W^2/(4\phi d)$. At low temperature $|W|$ is a few $d$, so the term is small if $d\ll\phi$. As $p\to1$ the important energies move up towards the barrier top and the linearisation fails. Here $kT=0.0259$ eV and $p=0.468$, so heating multiplies the current by $\pi p/\sin\pi p=1.48$. At zero temperature, (\ref{Js}) summed over both spins at the mean barrier gives 140 A/cm$^2$.

\section*{(c) The polarisation}

\textbf{Question.} Neglecting the spin dependence of the prefactors, show that $P\approx\tanh(\Delta/2d)$. Find the first correction from the exponent, and discuss the limits.

\textbf{Answer.} Neglecting the spin dependence of the prefactors means using a common $d$ in the factors before the exponential in (\ref{Js}). They then cancel, including the thermal factor, and $J_\uparrow/J_\downarrow=\exp[G(\phi_\downarrow)-G(\phi_\uparrow)]$. In a Taylor expansion about $\phi$ the even terms cancel:
\begin{equation}
G(\phi_\downarrow)-G(\phi_\uparrow)=\Delta\,G'+\frac{\Delta^3}{24}G'''+\dots
\end{equation}
Because $G\propto\phi^{3/2}$, $G'''=\tfrac12\left(-\tfrac12\right)G'/\phi^2=-G'/(4\phi^2)$. With $G'=1/d$,
\begin{equation}
\ln\frac{J_\uparrow}{J_\downarrow}=\frac{\Delta}{d}\left[1-\frac{\Delta^2}{96\phi^2}+\dots\right].
\end{equation}
The correction is negligible when $(\Delta/d)\,\Delta^2/(96\phi^2)\ll1$. Then $J_\uparrow/J_\downarrow=e^{\Delta/d}$. Dividing the numerator and denominator of $P$ by $\sqrt{J_\uparrow J_\downarrow}$ gives
\begin{equation}
P=\frac{e^{\Delta/2d}-e^{-\Delta/2d}}{e^{\Delta/2d}+e^{-\Delta/2d}}=\tanh\frac{\Delta}{2d}.
\label{tanh}
\end{equation}

The splitting must be small compared with $\phi$, but not compared with $d$. For $\Delta\ll d$, $P\approx\Delta/2d=\Delta\sqrt{2m\phi}/(\hbar eF)$, which falls as $1/F$. For $\Delta\gg d$, $P\approx1-2e^{-\Delta/d}$. In the example $\Delta/2d=0.04/0.1104=0.362$, so the current ratio is 2.06 and $P=0.347$. A splitting of 0.4 eV would give 0.999.

The formula cannot be continued to $F\to0$ in a film of fixed thickness. Once $eFL<\phi$ the electron tunnels directly to the far electrode. For a nearly rectangular barrier $G=2L\sqrt{2m\phi}/\hbar$, so $1/d$ becomes $L\sqrt{2m/\phi}/\hbar$ and no longer depends on $F$.

At high temperature $kT$ sets the polarisation. The simplest case is emission over the top, which dominates when $kT\gg d$. With unit transmission for $W>\phi_s\gg kT$, integrating $f$ over $\varepsilon>W$ gives $kT\,e^{-W/kT}$, so
\begin{equation}
J_s\propto\int_{\phi_s}^{\infty}kT\,e^{-W/kT}\,dW=(kT)^2e^{-\phi_s/kT},\qquad
P=\tanh\frac{\Delta}{2kT}.
\end{equation}
Here $kT$ has taken the place of $d$. The same law sets in earlier, while the current still tunnels. For $kT>d$ the integrand $\exp[-W/kT-G(\phi_s-W)]$ peaks where $G'(\phi_s-W)=1/kT$, which is $\phi\,(d/kT)^2$ below the top, and the slope of $\ln J_s$ with $\phi_s$ is again about $-1/kT$. At the field of the example $kT=d$ at about 640 K, and at 1000 K the peak is still 0.41 eV below the top. These statements hold $\Delta$ fixed, whereas in a real magnet $\Delta$ shrinks on heating and vanishes at the Curie temperature.

\section*{(d) The neglected prefactors}

\textbf{Question.} For a sharp interface, find the correction to $\operatorname{artanh}P$ to first relative order in $d/\phi$.

\textbf{Answer.} Let $v_k=\hbar k/m_e$ in the metal and $v_\kappa=\hbar\kappa(0)/m$. Just inside the barrier the wave is $B\sqrt{\kappa(0)/\kappa(x)}\,e^{-\int_0^x\kappa\,dx'}$. Continuity of $\psi$ and of $\psi'/\text{mass}$, with the slow change of $\sqrt{\kappa}$ neglected, gives
\begin{equation}
1+r=B,\qquad iv_k(1-r)=-v_\kappa B .
\end{equation}
The second relation is $1-r=iv_\kappa B/v_k$. Adding the first gives $2=B(1+iv_\kappa/v_k)$, so $|B|^2=4v_k^2/(v_k^2+v_\kappa^2)$. Near the exit the outgoing solution is the Airy combination $\mathrm{Bi}+i\,\mathrm{Ai}$. Its asymptotic forms on the two sides have equal amplitudes apart from the WKB factors, so the emerging flux is $v_\kappa|B|^2e^{-G}$. Division by the incident flux $v_k$ gives
\begin{equation}
T=\frac{4v_kv_\kappa}{v_k^2+v_\kappa^2}\,e^{-G}.
\end{equation}
As $v_\kappa^2=2\phi/m\propto\phi$, the logarithm of this prefactor has the slope
\begin{equation}
\frac{1}{2\phi}-\frac{v_\kappa^2}{\phi(v_k^2+v_\kappa^2)}
=\frac{1}{2\phi}\,\frac{v_k^2-v_\kappa^2}{v_k^2+v_\kappa^2}.
\end{equation}
In (\ref{Js}) the energy integral contributes $\ln d-\ln\sin(\pi kT/d)$ plus a constant. Its derivative with respect to $\ln d$ is $1+\pi p\cot\pi p$, and $d\ln d/d\phi=-1/(2\phi)$. Since $\operatorname{artanh}P=\tfrac12\ln(J_\uparrow/J_\downarrow)\approx-\tfrac12\Delta\,\partial\ln J/\partial\phi$,
\begin{equation}
\operatorname{artanh}P\approx\frac{\Delta}{2}\left[\frac1d+\frac{1+\pi p\cot\pi p}{2\phi}
-\frac{1}{2\phi}\,\frac{v_k^2-v_\kappa^2}{v_k^2+v_\kappa^2}\right].
\label{corr}
\end{equation}
The $W^2$ term of part (b) changes $\ln J$ by order $d/\phi$. Its slope is of order $d/\phi^2$, two orders below $1/d$, and is consistently left out, provided $p$ is not close to 1.

Here $v_k^2:v_\kappa^2=5/1:1/0.5=5:2$, so the last term is $-0.214$ eV$^{-1}$. At zero temperature $\pi p\cot\pi p\to1$, and the bracket is $18.11+1.00-0.21=18.90$ eV$^{-1}$, giving $P=0.361$. At 300 K, $\pi p\cot\pi p=0.147$ and $P=0.354$.

These values can be compared with a numerical evaluation of (\ref{supply}) in which $T_s$ comes from exact matching to $\mathrm{Bi}+i\,\mathrm{Ai}$ and the integrals are done by Gauss--Legendre quadrature. It gives $P=0.360$ at zero temperature and 0.352 at 300 K, where the total current is 380 A/cm$^2$. With $\Delta/d$ held at 0.2 and $T=0$, the excess of $\operatorname{artanh}P$ over $\Delta/2d$, relative to $\Delta/2d$, is 2.06\% at 2 MV/cm and 1.06\% at 1 MV/cm. It nearly halves with the field, as a correction of order $d/\phi$ should.

\section*{(e) Image force and unequal masses}

\textbf{Question.} Does the law survive an image force? What does a 1\% spin difference of barrier mass do?

\textbf{Answer.} Add $-e^2/(16\pi\epsilon_0\epsilon_rx)$ to the barrier, the same for both spins. Since $\kappa$ vanishes at both turning points, their motion does not contribute to the derivative, and
\begin{equation}
\frac1d=2\int\frac{\partial\kappa}{\partial\phi}\,dx=\frac{2m}{\hbar^2}\int\frac{dx}{\kappa}.
\end{equation}
The argument of part (c) again gives (\ref{tanh}) at leading order, with this $d$. For an optical permittivity $\epsilon_r=6$ the barrier top falls by 0.31 eV. Quadrature gives $G=10.4$, so $e^{-G}$ rises about fivefold, while $d$ changes only from 0.0552 to 0.0540 eV. The exponent alone then gives $P=0.354$. The image force matters much more for the current than for its polarisation.

A spin-dependent mass acts in the exponent. Let $m_{\downarrow,\uparrow}=m(1\pm\delta/2)$. As $G\propto\sqrt m$, to first order
\begin{equation}
\tfrac12(G_\downarrow-G_\uparrow)=\frac{\Delta}{2d}+\frac{G\delta}{4}.
\end{equation}
For $\delta=0.01$ this is $0.362+0.030=0.392$, and $P$ rises to 0.373. The two terms are equal when $\delta=2\Delta/(Gd)=3\Delta/\phi$, here 12\%. A mass difference of the opposite sign and this size would cancel the polarisation at this order.

\section*{(f) A real film}

\textbf{Question.} What does coherent reflection at the collecting electrode do? What limits the use of the example for a real spin filter?

\textbf{Answer.} Between the exit point and the collector the electron has kinetic energy up to $eFL-\phi_s$. The round-trip phase is
\begin{equation}
\theta_s=\frac{4\sqrt{2m}}{3\hbar eF}(eFL-\phi_s)^{3/2},\qquad
\theta_\uparrow-\theta_\downarrow\approx\frac{\Delta}{d}\sqrt{\frac{eFL-\phi}{\phi}} .
\end{equation}
For $eFL=1.6$ eV the difference is $0.725\sqrt{0.6}=0.56$ rad. The two spins therefore interfere differently, and this prefactor is not of order $d/\phi$. The calculation of part (d) was repeated at 300 K with a collector of the same metal, its band lowered by $eFL$. At fixed field, $P$ ranges from 0.27 to 0.47 for thicknesses between 3.5 and 7.5 nm, and is 0.335 at 4 nm. Averaging the two currents over that range before forming $P$ gives 0.357, close to the 0.352 found without a collector. This average is wider than the roughness of a good film. A rough film at fixed voltage would also have a varying field, which the average leaves out.

The inputs are round values chosen for illustration, not fitted to a device. A ferrimagnet such as cobalt ferrite can also serve as a spin-filter barrier, since its band edges are spin-split. The law applies to it only if $\Delta\ll\phi$ and the two spins have nearly the same mass, which is not assured when the two band edges come from different orbitals or sublattices. Here $\uparrow$ labels the spin with the lower barrier, which need not be the majority spin. The law holds only in field emission, which in this film needs more than $\phi/e=1$ V. A device run at lower voltage is in direct tunnelling, where this $d$ does not apply. The field is also high: it is 80\% of an assumed breakdown field of 5 MV/cm. At that limit, with the other inputs fixed, (\ref{tanh}) gives $P=0.28$, so raising the field cannot take the law's value lower without breakdown. Real films are neither perfectly smooth nor fully coherent. If the spin difference of mass is only 1\%, coherent reflection can move $P$ more than that difference, the prefactors or the image force: by about 0.1 either way as the thickness varies, although at exactly 4 nm the shift is only $-0.02$. By the formula of part (e), a mass difference of 10\% would move it more. The parabolic decay law is also assumed to hold 1 eV below the band edge. With a two-band dispersion $\kappa^2=(2m/\hbar^2)\,u(1-u/E_g)$, where $u$ is the depth below the edge, and both bands shifted rigidly, $1/d$ is multiplied by $\sqrt{1-\phi/E_g}$. The law then gives $P=0.29$ for a gap $E_g=3$ eV and 0.25 for 2 eV. Spin-flip scattering, magnetic domains and leakage through traps are not modelled. If a fraction $\lambda$ of the total current is unpolarised leakage, the measured polarisation is $(1-\lambda)P$.
